\section*{Why silicon depletion modulators favour p-type material under the optical mode}

\section*{Question}

A silicon depletion modulator changes the phase of guided light by sweeping free carriers out of a reverse-biased p--n junction. Electrons and holes leave in equal numbers. Why, then, should the mode not be centred on the junction, and why is it moved towards the p side rather than the n side?

\section*{Mechanism: one carrier moves, another stays}

Free carriers lower the refractive index and absorb light. Removing them raises the index, which gives the wanted phase shift. The carriers swept out lie in two thin strips at the edges of the depletion region. Carriers that remain in the undepleted silicon also absorb light, but contribute nothing to the phase change.

Placing the mode over p silicon therefore has two effects. The moving hole edge receives more light than the moving electron edge, and the idle carriers under the mode are mostly holes. The first helps if a hole changes the index more than an electron does; the second helps if a hole absorbs less. Both conditions must be examined at the doping used.

I use the Soref--Bennett fit for silicon at room temperature near the wavelength $\lambda=1.55\,\mu$m. It is an empirical input with two-figure coefficients, not a result derived here. With density $N$ in cm$^{-3}$ and power absorption $\alpha$ in cm$^{-1}$, the magnitudes of the changes are
\begin{align}
\Delta n_e&=A_eN, & \Delta n_h&=A_hN^{0.8},\\
\alpha_e&=k_eN, & \alpha_h&=k_hN,
\end{align}
where $A_e=8.8\times10^{-22}$, $A_h=8.5\times10^{-18}$, $k_e=8.5\times10^{-18}$ and $k_h=6.0\times10^{-18}$ in the corresponding powers of cm. Subscripts $e$ and $h$ denote electrons and holes. Centimetres and micrometres are natural here; atomic units would hide the device scale.

\section*{Index change per unit absorption}

Define the merit $F=\Delta n/\alpha$, which is a length. Division gives
\begin{equation}
F_e=\frac{A_e}{k_e},\qquad F_h=\frac{A_h}{k_h}N^{-0.2},
\end{equation}
and hence
\begin{equation}
r(N)=\frac{F_h}{F_e}=\frac{A_hk_e}{A_ek_h}N^{-0.2}
\simeq1.37\times10^4N^{-0.2}.
\end{equation}
At $N=10^{18}$, $N^{0.2}=10^{3.6}=3981$, so $r=3.44$. At three densities the fit gives:
\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-3}$) & $F_h$ ($\mu$m) & $F_e$ ($\mu$m) & $r$\\
$10^{17}$ & 5.64 & 1.04 & 5.4\\
$10^{18}$ & 3.56 & 1.04 & 3.4\\
$10^{19}$ & 2.25 & 1.04 & 2.2
\end{tabular}
\end{center}

To read $F$ as a loss, suppose that the same carriers refract and absorb over a length $L$. A phase change $\pi$ requires $(2\pi/\lambda)\Delta n\,L=\pi$, so $L_\pi=\lambda/(2\Delta n)$ and
\begin{equation}
\alpha L_\pi=\frac{\lambda}{2F}.
\end{equation}
Since power falls as $e^{-\alpha L}$, the loss in decibels is $(10/\ln10)\alpha L=4.343\,\alpha L$. At $10^{18}$ cm$^{-3}$ holes cost $4.343\times1.55/(2\times3.56)=0.95$ dB and electrons 3.25 dB. This compares the materials; a junction contains both carriers and is treated below.

The hole advantage shrinks with density because $\Delta n_h$ grows more slowly than $N$. Setting $r=1$ gives
\begin{equation}
N_F=\left(\frac{A_hk_e}{A_ek_h}\right)^5=4.8\times10^{20}\ \mathrm{cm^{-3}}.
\end{equation}
The index change per carrier, $\eta=\Delta n/N$, obeys $\eta_h/\eta_e=(A_h/A_e)N^{-0.2}$ and becomes equal earlier, at
\begin{equation}
N_\eta=\left(\frac{A_h}{A_e}\right)^5=8.4\times10^{19}\ \mathrm{cm^{-3}}.
\end{equation}
Both values lie above the densities tabulated here. They depend on the fifth power of ratios of rounded coefficients, so they are extrapolations, not predictions. $N_F$, like the constant $F_e$ in the table, also relies on both absorptions being exactly linear in $N$; fits that leave those exponents free can move it by orders of magnitude, so it is a property of this fit rather than of silicon.

Depletion takes the local density from $N$ to zero, so the full ratio $\Delta n/N$ is the right measure. A small density change about $N$ would instead use the slope $d\Delta n_h/dN=0.8\,\eta_h$. The merit ratio would then be $0.8r$, still about 1.7 at $10^{19}$ cm$^{-3}$.

How wrong may the fit be? Let each of the four prefactors err by at most a fraction $e$, with the exponent fixed. In the worst case the two factors in the numerator of $r$ are too large and the two in its denominator too small, so the ordering survives if
\begin{equation}
r\left(\frac{1-e}{1+e}\right)^2>1
\quad\Longrightarrow\quad
e<\frac{\sqrt r-1}{\sqrt r+1}.
\end{equation}
This allows 40\%, 30\% and 19\% at the three densities. These margins do not cover the exponent, to which $r$ is far more sensitive: at $10^{18}$ cm$^{-3}$, lowering it from 0.80 to 0.77 with the prefactors fixed would give $r=1$. Exponent and prefactor are fitted together, however, so such a separate change is not a realistic error estimate. The separate ordering $k_h<k_e$ is less secure: it requires $6.0(1+e)<8.5(1-e)$, or $e<17\%$.

\section*{What the Drude model does not explain}

The Drude model describes free carriers by a mass and a scattering time. Does it reproduce the preference for holes? For fields varying as $e^{-i\omega t}$, carriers of mass $m$ and scattering time $\tau$ in a medium of index $n$ give the relative permittivity
\begin{equation}
\varepsilon_r=n^2-\frac{\omega_p^2}{\omega^2+i\omega/\tau},\qquad
\omega_p^2=\frac{Ne^2}{\varepsilon_0m},
\end{equation}
where $e$ is now the elementary charge. When $\omega\tau\gg1$,
\begin{equation}
\frac{1}{\omega^2+i\omega/\tau}\simeq
\frac1{\omega^2}\left(1-\frac{i}{\omega\tau}\right).
\end{equation}
A small change of the complex index, $-\Delta n+i\kappa$, changes $\varepsilon_r$ by $2n(-\Delta n+i\kappa)$. Matching real and imaginary parts, and using $\alpha=2\omega\kappa/c$, yields
\begin{equation}
\Delta n=\frac{\omega_p^2}{2n\omega^2},\qquad
\alpha=\frac{\omega_p^2}{nc\,\omega^2\tau},\qquad
F=\frac{c\tau}{2}.
\end{equation}
Mass and density cancel from $F$ except through $\tau=m\mu/e$, where $\mu$ is the mobility.

Take rough values for $10^{18}$ cm$^{-3}$: masses 0.26 and 0.37 electron masses, and mobilities 300 and 150 cm$^2$/(V\,s), for electrons and holes. Then $\tau$ is 44 and 32 fs, and $F$ is 6.6 and 4.7 $\mu$m. Drude theory with dc mobilities thus favours electrons in $F$ and in $\Delta n$, the opposite of the fit, while its two absorptions are nearly equal (about 1.8 cm$^{-1}$ each). It gives $\Delta n_h=8.4\times10^{-4}$, whereas the fit gives $2.1\times10^{-3}$; it also gives less absorption than the fit for both carriers.

The p-side preference therefore rests on the empirical optical response of holes, not on this simple free-carrier model. Transitions among the coupled valence bands may contribute to the difference; that is a conjecture, not calculated here.

\section*{From carriers to the guided mode}

Consider an abrupt junction with equal, uniform, fully ionized doping $N$ on both sides. Let $w$ be the depletion width on each side. With elementary charge $q$ and permittivity $\varepsilon$, Poisson's equation gives a triangular field of peak $qNw/\varepsilon$ and base $2w$. Its area is the total voltage $V$, including the built-in part:
\begin{equation}
V=\frac12(2w)\frac{qNw}{\varepsilon}
\quad\Longrightarrow\quad
w=\sqrt{\frac{\varepsilon V}{qN}}.
\end{equation}
Reverse bias increases $w$ from $w_0$ to $w_1$.

Next, describe the waveguide by a slab with core $|x|<a$, undoped cladding and a TE field $E(x)$ obeying
\begin{equation}
E''+k_0^2n^2E=k_0^2n_{\rm eff}^2E,\qquad k_0=2\pi/\lambda.
\end{equation}
Perturb $n^2$, multiply the first-order equation by the unperturbed real field $E$ and integrate. The terms containing the change of the field cancel after two integrations by parts, because $E$ solves the unperturbed equation and vanishes at infinity. What remains is
\begin{equation}
2n_{\rm eff}\,\delta n_{\rm eff}=\int u\,\delta(n^2)\,dx,\qquad
u=\frac{E^2}{\int E^2dx}.
\end{equation}
In the core $\delta(n^2)=2n[\delta n+i\alpha/(2k_0)]$. The real part and $2k_0$ times the imaginary part give
\begin{equation}
\delta n_{\rm eff}=g\int u\,\delta n\,dx,\qquad
\alpha_{\rm mode}=g\int u\,\alpha\,dx,\qquad g=\frac{n}{n_{\rm eff}}.
\end{equation}

Put the mode centre at $x=0$ and the junction at $x=s$, with p silicon at $x<s$. Positive $s$ places the mode centre on the p side. The strips swept free of holes and electrons have mode overlaps
\begin{equation}
O_-=\int_{s-w_1}^{s-w_0}u\,dx,\qquad
O_+=\int_{s+w_0}^{s+w_1}u\,dx,
\end{equation}
so that the index rise is
\begin{equation}
S(s)=gN(\eta_hO_-+\eta_eO_+).
\end{equation}
At zero applied bias, where more carriers remain, the absorption is
\begin{equation}
\alpha(s)=gN(k_hP_-+k_eP_+),
\end{equation}
with $P_-=\int_{-a}^{s-w_0}u\,dx$ and $P_+=\int_{s+w_0}^{a}u\,dx$.

\section*{Why p beats its mirror image}

Let $u$ be even and decrease with $|x|$ in the core, and keep both depletion edges inside it. Replacing $s$ by $-s$ exchanges $O_-$ with $O_+$ and $P_-$ with $P_+$, because $u$ is even. Subtraction gives
\begin{align}
S(s)-S(-s)&=gN(\eta_h-\eta_e)(O_--O_+),\\
\alpha(s)-\alpha(-s)&=gN(k_h-k_e)(P_--P_+).
\end{align}
For $s>0$ the overlap differences are
\begin{align}
O_--O_+&=\int_{w_0}^{w_1}[u(s-t)-u(s+t)]\,dt>0,\\
P_--P_+&=\int_{w_0-s}^{w_0+s}u(x)\,dx>0.
\end{align}
The first is positive because $|s-t|<s+t$. The second follows from reflecting $P_-$ into $\int_{w_0-s}^{a}u\,dx$ and subtracting $P_+$. Thus $\eta_h>\eta_e$ gives the p-centred device more phase shift, and $k_h<k_e$ gives it less absorption.

This also excludes the central position as the optimum. The loss over a $\pi$ length is proportional to $\alpha/S$. At $s=0$ the derivatives are
\begin{align}
S'(0)&=gN(\eta_h-\eta_e)[u(w_0)-u(w_1)]>0,\\
\alpha'(0)&=gN(k_h-k_e)u(w_0)<0,
\end{align}
so a small shift towards p lowers $\alpha/S$. Every negative $s$ loses to its mirror image, so the best placement in the allowed range has $s>0$. It need not be far from the centre: too large a shift takes light away from the moving edges.

The argument assumes equal doping. With unequal doping the charges swept from the two sides still match, but the strip widths and idle-carrier losses differ, and the optimum must be recalculated. Scattering, contacts and electrical speed are also outside this model. The TE field used here lies parallel to the junction plane; in the usual lateral junction the main field points across it, which changes the weight $u$ and the numbers below.

\section*{Numbers for one modulator}

Choose a core of width $2a=0.50\,\mu$m and index 3.48, cladding index 1.44, and doping $5\times10^{17}$ cm$^{-3}$ on each side. The built-in potential is 0.9 V, the reverse swing 4 V and the relative permittivity 11.7. Then $w_0=34.1$ nm. Because $w\propto\sqrt V$, $w_1=34.1\sqrt{4.9/0.9}=79.6$ nm.

This slab has no vertical confinement and also guides two higher TE modes; only the fundamental one is considered, so the numbers illustrate the mechanism rather than a real rib waveguide. The fundamental field is $\cos\kappa x$ in the core and decays as $e^{-\gamma|x|}$ outside. Continuity of $E$ and $E'$ requires $\kappa\tan\kappa a=\gamma$, with $\kappa=k_0\sqrt{n^2-n_{\rm eff}^2}$ and $\gamma=k_0\sqrt{n_{\rm eff}^2-1.44^2}$. The solution is $n_{\rm eff}=3.2756$, so $g=3.48/3.2756=1.062$. In the core
\begin{equation}
u=\frac{\cos^2\kappa x}{a+\sin(2\kappa a)/(2\kappa)+\cos^2(\kappa a)/\gamma},
\end{equation}
where the last term in the denominator is the contribution of the two tails.

Minimizing $\alpha/S$ gives $s=46.7$ nm. Integrating $u$ there gives $O_-=0.1354$, $O_+=0.1054$, $P_-=0.5204$ and $P_+=0.2523$. At this doping $\Delta n_h=1.226\times10^{-3}$, $\Delta n_e=4.40\times10^{-4}$, $\alpha_h=3.00$ cm$^{-1}$ and $\alpha_e=4.25$ cm$^{-1}$. Therefore
\begin{align}
S&=1.062(1.226\times0.1354+0.440\times0.1054)\times10^{-3}\nonumber\\
&\simeq2.26\times10^{-4},\\
\alpha&=1.062(3.00\times0.5204+4.25\times0.2523)\nonumber\\
&\simeq2.80\ \mathrm{cm^{-1}}=12.15\ \mathrm{dB/cm}.
\end{align}
The $\pi$ length is $1.55\,\mu\mathrm{m}/(2S)=3.43$ mm, and the loss over it, taken with the zero-bias absorption, is $12.15\times0.343=4.17$ dB.

The best offset depends on this choice: counting the absorption at full bias instead moves it to about 37 nm, still on the p side. With the zero-bias absorption a centred junction costs 4.43 dB. The mirror placement, $s=-46.7$ nm, exchanges the overlaps: its index rise falls to $2.01\times10^{-4}$, its absorption rises to 13.70 dB/cm, and its $\pi$ loss is 5.29 dB, about 27\% above the best value. A direct solution of the discretized wave equation with complex index agrees with the perturbation results for all three placements to within 1\%.

These gains are much smaller than the material ratio $r$, which is about 4 at this doping, because every placement sweeps both carriers and leaves idle carriers of both kinds. Relative to the centred junction, the best one gains about 1\% in index rise and saves about 5\% in absorption. The p side then holds 64\% of the core power: ``mostly over p'' means a moderate offset here, not a mode removed from the junction.

The causes can be separated by changing the carriers artificially. Giving holes the electron index change, but keeping their lower absorption, leaves an optimum at 24.8 nm. Giving them the electron absorption, but keeping their larger index change, leaves 22.7 nm. With both made equal, the optimum returns to the centre. In this example the two advantages therefore contribute comparable parts of the shift.

From $2\times10^{17}$ to $2\times10^{18}$ cm$^{-3}$, the best offset falls from 62 to 33 nm and the p-side share of core power from 69\% to 60\%. Both the depletion width and $\eta_h/\eta_e$ fall with doping; their separate shares in this trend were not determined. The preference for p remains throughout this range, but its size belongs to the chosen waveguide and voltage. The voltage is held fixed in this comparison, so the peak field $V/w_1$ reaches 0.87 MV/cm at $10^{18}$ cm$^{-3}$ and 1.2 MV/cm at the highest doping, close to breakdown fields in silicon. Tunnelling and avalanche currents are not modelled, and a real junction may need a smaller swing at these dopings.

\section*{Table of computed values}
\begin{verbatim}
Soref-Bennett inputs, density in cm^-3, absorption in cm^-1
A_e=8.8e-22, A_h=8.5e-18, hole exponent=0.8
k_e=8.5e-18, k_h=6.0e-18; wavelength=1.55 um
Material: N cm^-3 | dn_h, dn_e | alpha_h, alpha_e cm^-1
1e+17 | 3.384e-04, 8.800e-05 | 0.60, 0.85
1e+18 | 2.135e-03, 8.800e-04 | 6.00, 8.50
1e+19 | 1.347e-02, 8.800e-03 | 60.00, 85.00
N cm^-3 | F_h, F_e um | ratio | pi loss h, e dB | safe error %
1e+17 | 5.640, 1.035 | 5.45 | 0.60, 3.25 | 40
1e+18 | 3.559, 1.035 | 3.44 | 0.95, 3.25 | 30
1e+19 | 2.245, 1.035 | 2.17 | 1.50, 3.25 | 19
Equal merit, extrapolated: 4.80e+20 cm^-3
Equal dn per carrier, extrapolated: 8.41e+19 cm^-3
Drude at 1e18 cm^-3, rough masses and dc mobilities:
electron: m/m0=0.26, mobility=300 cm^2/(V s)
  tau=44.3 fs, dn=1.191e-03, alpha=1.79 cm^-1, F=6.65 um
hole: m/m0=0.37, mobility=150 cm^2/(V s)
  tau=31.6 fs, dn=8.364e-04, alpha=1.77 cm^-1, F=4.73 um
Slab modulator with equal doping:
N=5.0e+17 cm^-3, core width=0.50 um
core index=3.48, cladding index=1.44, n_eff=3.2756
built-in=0.9 V, reverse swing=4.0 V, relative permittivity=11.7
depletion per side: 34.1 to 79.6 nm
s nm | core power on p side % | dn_eff | loss dB/cm | pi length mm | pi loss dB
46.7 | 64.2 | 2.257e-04 | 12.15 | 3.43 | 4.17
0.0 | 50.0 | 2.231e-04 | 12.76 | 3.47 | 4.43
-46.7 | 35.8 | 2.006e-04 | 13.70 | 3.86 | 5.29
Best s with equal carrier index: 24.8 nm
Best s with equal carrier loss: 22.7 nm
Best s with both equal: 0.0 nm
Doping cm^-3 | best s nm | core power on p side %
2e+17 | 61.6 | 68.6
5e+17 | 46.7 | 64.2
1e+18 | 38.7 | 61.9
2e+18 | 33.2 | 60.2
\end{verbatim}
